# Why the surface potential step cannot supply the Rashba splitting of Au(111)

Take an electron that moves freely along \(x\) with wave number \(k\) and is bound along \(z\) by a potential energy \(V(z)\): an attractive sheet with a step up to vacuum on one side. The algebra is in atomic units (\(\hbar=m=e=1\), \(c\approx137\)) and the numbers in eV and Å. To order \(1/c^2\) the Dirac equation adds to the Schrödinger Hamiltonian the spin-orbit term \(\lambda\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\) with \(\lambda=1/(4c^2)\), derived below. Since \((\nabla V\times\mathbf p)_y=\partial_zV\,p_x-\partial_xV\,p_z\), and the other components vanish here, the term is \(\lambda V'(z)\,k\,\sigma_y\). With \(s=\pm1\) the eigenvalue of \(\sigma_y\), first-order perturbation theory gives
\[
E=E_0+\tfrac12k^2+s\,\alpha k,\qquad \alpha=\lambda\int\phi^2\,V'\,dz ,
\]
where \(\phi(z)\) is the real, normalized bound state. This is the Rashba form, and \(\alpha\) is the Rashba coefficient.

The integral is zero. Multiply \(-\tfrac12\phi''+(V-E_0)\phi=0\) by \(\phi'\) and integrate over all \(z\). The first term is \(-\tfrac14(\phi'^2)'\), which integrates to zero because \(\phi'\) vanishes at both ends. The second is \(\tfrac12(V-E_0)(\phi^2)'\), which by parts is \(-\tfrac12\int V'\phi^2dz\). A bound electron feels no net force. For a Gaussian sheet 15 eV deep and 0.7 Å wide, with a 10 eV error-function step, 0.5 Å wide, centred 0.8 Å away, the numerical check finds \(\langle V'\rangle=+2.0931\) eV/Å from the step and \(-2.0931\) eV/Å from the sheet.

## The belief and its appeal

The surface state of Au(111) at the centre of the surface zone has two spin branches split linearly in \(k\), with a measured \(\alpha\) of roughly 0.33 eV Å. The belief is that the electron moves parallel to the surface in the electric field of the potential step, sees a magnetic field in its rest frame, and is split by \(\alpha=\lambda\langle V'_{\rm step}\rangle\).

Much of this is sound. With time reversal and inversion both present the two branches are degenerate, so the splitting needs the surface. The spin axis, in the plane and perpendicular to \(\mathbf k\), is the one the step term predicts. The step is also the most visible asymmetric thing in the problem. The belief gets the symmetry right, and symmetry does not fix the size.

## The coefficient

Let \(\psi\) and \(\chi\) be the large and small components, \(E\) the energy measured from \(c^2\), and \(S\) a Lorentz-scalar potential (a term \(\beta S\)), absent in gold and kept as a control. The Dirac equation reads
\[
(V+S)\psi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=E\psi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-S-2c^2)\chi=E\chi .
\]
Solving the second for \(\chi\) and inserting it in the first gives
\[
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V+S)\psi=E\psi,\qquad K=\frac{c^2}{2c^2+E-V+S}.
\]
With \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) the first operator is \(\mathbf p\cdot K\mathbf p+i\epsilon_{ijk}\sigma_k\,p_iKp_j\). In \(p_iKp_j=-i(\partial_iK)p_j+Kp_ip_j\) the symmetric last piece is removed by \(\epsilon_{ijk}\), and \(i\cdot(-i)=1\), so
\[
H_{\rm so}=\boldsymbol\sigma\cdot(\nabla K\times\mathbf p),\qquad \nabla K=\frac{c^2\,\nabla(V-S)}{(2c^2+E-V+S)^2}\;\to\;\lambda\nabla(V-S)
\]
where \(|E-V+S|\ll2c^2\). The other \(1/c^2\) corrections, from \(\mathbf p\cdot K\mathbf p\) and from the norm of \(\chi\), carry no spin matrix at this order. For a central \(V\) and \(S=0\), \(\nabla K=K'\mathbf r/r\), so
\[
H_{\rm so}=\frac{K'}{r}\,\boldsymbol\sigma\cdot\mathbf L=\xi\,\mathbf L\cdot\mathbf S_{\rm spin},\qquad \xi=\frac{2K'}{r}\to\frac{V'}{2c^2r}.
\]
The eigenvalue of \(\boldsymbol\sigma\cdot\mathbf L\) is \(j(j+1)-l(l+1)-\tfrac34\), which is \(l\) for \(j=l+\tfrac12\) and \(-l-1\) for \(j=l-\tfrac12\); the splitting is \((l+\tfrac12)\langle\xi\rangle\). For hydrogen 2p this gives \(4.52826\times10^{-5}\) eV against \(4.52841\times10^{-5}\) eV from the Dirac level formula, which tests the factor.

In laboratory units \(\lambda=3.728\times10^{-6}\) Å\(^2\). A field of 1 eV/Å gives \(\alpha=3.7\times10^{-6}\) eV Å and 10 eV/Å gives \(3.7\times10^{-5}\) eV Å, five and four orders below 0.33. To reach 0.33 the mean field would have to be \(0.33/3.728\times10^{-6}=8.9\times10^{4}\) eV/Å. Sharpening the step does not help: for an abrupt jump \(\Delta U\) at \(z_0\), \(\langle V'\rangle=\Delta U\,\phi(z_0)^2\), a few eV/Å in the model below.

## A planar potential gives no splitting at any order

The cancellation in the opening was first order in \(1/c^2\). It holds in the full Dirac equation. For \(V=V(z)\), \(S=0\) and \(p_x=k\), \(p_y=0\),
\[
H=c\alpha_zp_z+c\alpha_xk+\beta c^2+V(z).
\]
Write \(c\alpha_xk+\beta c^2=M(\beta\cos\theta+\alpha_x\sin\theta)\) with \(M=\sqrt{c^4+c^2k^2}\) and \(\tan\theta=k/c\). Let \(R=\cos\frac\theta2-\beta\alpha_x\sin\frac\theta2\). Because \((\beta\alpha_x)^2=-1\) and \(\beta\alpha_x\) is anti-Hermitian, \(R\) is unitary and \(R^2=\cos\theta-\beta\alpha_x\sin\theta\). Because \(\beta\) anticommutes with \(\beta\alpha_x\), \(\beta R^\dagger=R\beta\), and
\[
R\beta R^\dagger=R^2\beta=\beta\cos\theta-\beta\alpha_x\beta\sin\theta=\beta\cos\theta+\alpha_x\sin\theta .
\]
The matrix \(\alpha_z\) anticommutes with both factors of \(\beta\alpha_x\) and so commutes with \(R\), and \(R\) is independent of \(z\). Therefore
\[
R^\dagger HR=c\alpha_zp_z+M\beta+V(z).
\]
The label \(s\) is carried by \(T=\beta\Sigma_y\), with \(\boldsymbol\Sigma={\rm diag}(\boldsymbol\sigma,\boldsymbol\sigma)\); on the large component \(T=\sigma_y\). Each of \(\alpha_x\) and \(\alpha_z\) anticommutes with \(\beta\) and with \(\Sigma_y\), hence commutes with \(T\), as does \(\beta\). So \(T\) commutes with \(H\) and \(R\). Now \(\Sigma_z\) commutes with \(\alpha_z\) and \(\beta\), hence with \(R^\dagger HR\), and anticommutes with \(T\). It maps each level with \(s=+1\) onto one with \(s=-1\) at the same energy. The splitting is exactly zero for any \(V(z)\), any \(k\) and any \(c\).

The check diagonalizes the two \(T\) blocks for the sheet and step at \(k=0.25\) Å\(^{-1}\). The step term alone would split them by \(3.9\times10^{-6}\) eV; the computed difference is \(10^{-10}\) eV, the rounding level. With \(c\) lowered to 3 atomic units to magnify higher orders, the figures are \(8.1\times10^{-3}\) eV and \(10^{-13}\) eV.

The proof fails if the mass term depends on \(z\), since \(\theta\) then does. Make the step a scalar \(S(z)\). The binding potential is \(V+S\), so \(\langle V'\rangle=-\langle S'\rangle\), while the spin-orbit term contains \(V-S\), so at order \(1/c^2\)
\[
\alpha=\lambda\langle V'-S'\rangle=-2\lambda\langle S'\rangle=-2(3.728\times10^{-6})(2.0931)=-1.5606\times10^{-5}\ \text{eV Å}.
\]
The Dirac slope \(dE/dk=\langle c\alpha_x\rangle\) reproduces this value, sign included.

## What survives when there are atoms

The proof also fails when \(V\) varies along the surface. Write \(\psi=e^{ikx}u\) with \(u\) periodic in the plane, so that \(p_x\to p_x+k\). To first order in \(\lambda\), a spatially nondegenerate state is split by \(\boldsymbol\sigma\cdot\mathbf b(\mathbf k)\) with \(\mathbf b=\lambda\langle\nabla V\times\mathbf p\rangle\). On a (111) face the part of \(\mathbf b\) linear in \(\mathbf k\) is fixed by symmetry. The threefold axis forbids a linear \(b_z\) and leaves \(a\mathbf k+\alpha\,\hat{\mathbf z}\times\mathbf k\); the vertical mirrors forbid \(a\), because \(\mathbf b\) is axial and \(\mathbf k\) polar. For \(\mathbf k\) along \(x\), normal to a mirror plane, the \(y\) component is enough:
\[
H(k)=H_0+kp_x+\tfrac12k^2+s\,(W+k\lambda\,\partial_zV),\qquad W=\lambda(\partial_zV\,p_x-\partial_xV\,p_z).
\]
Let \(|0\rangle\) be the eigenstate of \(H_0\), even under \(x\to-x\). Both \(p_x\) and \(W\) are odd, so their expectation values vanish. To first order in \(k\),
\[
u=|0\rangle+k\sum_{n\ne0}|n\rangle\frac{\langle n|p_x|0\rangle}{E_0-E_n},
\]
and the part of \(\langle u|W+k\lambda\partial_zV|u\rangle\) linear in \(k\) gives
\[
\alpha=\lambda\langle0|\partial_zV|0\rangle+2\,{\rm Re}\sum_{n\ne0}\frac{\langle0|p_x|n\rangle\langle n|W|0\rangle}{E_0-E_n}.
\]
The first term vanishes for a state bound in \(z\): \([H_0,p_z]=i\,\partial_zV\), and \(\langle0|[H_0,p_z]|0\rangle=(E_0-E_0)\langle p_z\rangle=0\).

This removes a tempting repair of the belief. Fields of \(10^5\) eV/Å do exist close to a gold nucleus, and one might keep \(\alpha=\lambda\int|\psi|^2\partial_zV\) and let a lopsided density sample them. That integral, taken over the whole local potential, is the term just shown to vanish. It assumes that \(u\) does not change with \(k\). At first order in \(\lambda\) the whole of \(\alpha\) comes from the change of \(u\).

The check uses a two-dimensional model: a row of Gaussian wells, 30 eV deep, 0.7 Å wide and 2.5 Å apart, beside the same step. The direct term is \(+8.0097\times10^{-6}\) eV Å from the step and \(-8.0097\times10^{-6}\) eV Å from the wells. The cross term is \(-2.0194\times10^{-6}\) eV Å from the step part of \(W\) and \(+3.5901\times10^{-6}\) eV Å from the wells, together \(1.5706\times10^{-6}\) eV Å. The Dirac slope is \(1.5707\times10^{-6}\) eV Å. Corrugation makes \(\alpha\) nonzero, and for this state of the soft wells it stays at the vacuum scale.

## Where the coupling sits in a gold atom

For central \(V\) put \(\psi=(P/r)\) times a spinor harmonic with \(\boldsymbol\sigma\cdot\mathbf L=-(\kappa+1)\), so \(\kappa=-l-1\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). The radial part of \(\mathbf p\cdot K\mathbf p\), times \(r\), is \(-\frac1r\,[K(rP'-P)]'=-(KP')'+K'P/r\). Adding \(-(\kappa+1)K'P/r\) and the centrifugal term,
\[
-(KP')'+\frac{l(l+1)}{r^2}KP-\kappa\frac{K'}{r}P+VP=EP .
\]
Let \(a\) be \(j=l+\tfrac12\) and \(b\) be \(j=l-\tfrac12\). Multiply equation \(a\) by \(P_b\), equation \(b\) by \(P_a\), subtract and integrate. For valence levels take the same \(K\), at \(E=0\), in both; this drops terms of the relative size of the small-component norm. The derivative terms cancel by parts, and \(-(\kappa_a-\kappa_b)=2l+1\), so
\[
E_a-E_b=(l+\tfrac12)\,\zeta,\qquad \zeta=\frac{\int\xi P_aP_b\,dr}{\int P_aP_b\,dr}.
\]
The form \(\xi=2K'/r\) is kept unexpanded because \(|V|\) is not small against \(2c^2\) close to a nucleus of charge 79.

The atom is computed in the configuration 5d\(^{10}\)6s\(^1\) with the spherical, spin-unpolarized Dirac local-density approximation (Slater exchange, VWN5 correlation, point nucleus). The 6p eigenvalues are \(-1.323\) and \(-0.755\) eV, split by 0.5677 eV; the integral gives 0.5678 eV, or \(\zeta_{6p}=0.3785\) eV. For 5d the figures are 1.5380 and 1.5383 eV, with \(\zeta_{5d}=0.6153\) eV. These are Kohn–Sham eigenvalue differences, not excitation energies. Their last digit moves by \(10^{-4}\) eV with the radial discretization and by up to \(2\times10^{-4}\) eV with a finite nucleus. The integral localizes the coupling: half of \(\int\xi P_aP_b\,dr\) for 6p lies inside 0.0085 Å, 90 % inside 0.020 Å and 99 % inside 0.075 Å.

## What asymmetry near the nucleus means

Near each nucleus \(V\) is central, the \(y\) component of \(H_{\rm so}\) is \(\tfrac12\xi L_y\sigma_y\), and the core contribution is \(\alpha=\tfrac12\,d\langle\xi L_y\rangle/dk\), summed over atoms. The state must acquire orbital angular momentum proportional to \(k\). Consider the p channel, \(f=(c_xx+c_zz)/r\). From \(L_y=-i(z\partial_x-x\partial_z)\) follow \(L_yx=-iz\) and \(L_yz=ix\). With \(\int(x/r)^2d\Omega=4\pi/3\) and \(\int xz\,d\Omega=0\),
\[
\int f^*L_yf\,d\Omega=\frac{4\pi}{3}\,(-i\,c_z^*c_x+i\,c_x^*c_z)=\frac{4\pi}{3}\,2\,{\rm Im}(c_z^*c_x).
\]
Between the cores, assume the nearly-free form \(e^{ikx}\phi(z)/\sqrt A\), with \(A\) the area per surface atom and \(\int\phi^2dz=1\). On a sphere of radius \(R\) about a nucleus at height \(z_n\), with \(\mu=\cos\vartheta\) and \(e^{ikx}\approx1+ikx\) (the phase at the nucleus cancels in \(c_z^*c_x\)), projection with \(\frac{3}{4\pi}\int d\Omega\) gives, apart from \(1/\sqrt A\),
\[
c_z=\frac32\int_{-1}^1\mu\,\phi(z_n+R\mu)\,d\mu,\qquad c_x=ik\,\tilde c_x,\quad \tilde c_x=\frac{3R}{4}\int_{-1}^1(1-\mu^2)\,\phi(z_n+R\mu)\,d\mu ,
\]
where the azimuthal integral of \(\cos^2\varphi\) supplied \(\pi\). Inside the sphere the p wave follows the radial function of the atom, scaled to 1 at \(R\). Taking its square from the product \(P_aP_b/r^2\) of the free-atom 6p pair and matching only the amplitude at \(R\) is an uncontrolled approximation. It defines
\[
\Lambda=\frac{R^2}{P_a(R)P_b(R)}\int_0^R\xi P_aP_b\,dr .
\]
Then \(\tfrac12\langle\xi L_y\rangle=\tfrac12\cdot\frac1A\cdot\frac{4\pi}{3}\cdot2k\,c_z\tilde c_x\,\Lambda\) per layer, and
\[
\alpha=\frac{4\pi}{3A}\,\Lambda\sum_n c_z\tilde c_x .
\]
For a locally free wave \(\phi=\cos(qz+\delta)\) about the nucleus the amplitudes can be done by hand. With \(t=qR\) and \(j_1(t)=\tfrac12\int\mu\sin(t\mu)d\mu\), the odd part gives \(c_z=-3\sin\delta\,j_1=\phi'\cdot3j_1/q\). By parts \(\int(1-\mu^2)\cos(t\mu)\,d\mu=\frac2t\int\mu\sin(t\mu)\,d\mu=4j_1/t\), so \(\tilde c_x=\phi\cdot3j_1/q\). Since \(\phi\phi'=\tfrac12(\phi^2)'\),
\[
\alpha\approx\frac{2\pi}{3A}\,\Lambda\left(\frac{3j_1(qR)}{q}\right)^2\sum_n\partial_z\phi^2\big|_{z_n}.
\]
For the p channel this is the content of the phrase. The state needs a slope at the nucleus, which is p\(_z\) weight, and a value there, which lateral motion turns into \(ik\) times p\(_x\) weight. A state even about each nucleus has no slope, an odd one has no value, and both give zero. The asymmetry enters as the slope of the smooth density, multiplied by an atomic strength \(\Lambda\).

There is no conflict with the force balance, which, at first order in \(\lambda\), makes the direct term vanish for the true \(u\) at \(k=0\). Were \(e^{ikx}\phi\) continued unchanged into the sphere, \(L_ye^{ikx}\phi\) would contribute \(zk\), and \(\tfrac12\xi zk\to\lambda k\,\partial_zV\) has the form of the direct term. For this smooth wave it need not cancel, because \(\phi\) is not an eigenstate in the atomic potential. In the atom the p\(_x\) part instead takes the 6p radial shape, with inner lobes forced by orthogonality to 2p through 5p. That is \(u\) changing with \(k\). How much the atomic shape matters, in the p\(_z\) and p\(_x\) parts together, is measured by replacing the atomic function with \(j_1(qr)/j_1(qR)\) in the same gold \(\xi(r)\): \(\Lambda\) falls from 1.960 to \(6.8\times10^{-4}\) eV Å\(^3\) at \(R=1.45\) Å, a factor \(2.9\times10^3\).

## The number

The smooth function comes from a one-dimensional model, \(V=2V_G\cos(2\pi z/d)\) for \(z<z_0\) and \(V=U\) beyond, with nuclei at \(z_n=0,-d,-2d,\dots\) The geometry is roughly that of gold: \(d=2.4\) Å and neighbour distance 2.9 Å, so \(A=\frac{\sqrt3}{2}(2.9)^2=7.283\) Å\(^2\) and touching spheres have \(R=1.45\) Å. The values \(V_G=2\) eV and \(U=11\) eV are round model parameters. The gap runs from 4.455 to 8.449 eV. With the potential maxima on the nuclei, the lower gap edge is the standing wave with nodes there, p-like, and the upper is s-like. A state inside the gap mixes the two. Finite differences give one such state, whose energy is tested against Bloch-wave matching.

For \(z_0=1.6\) Å the state lies at 4.597 eV, 0.142 eV above the gap bottom. The jump is \(11-4\cos240^\circ=13\) eV and \(\phi(z_0)^2=0.1525\) Å\(^{-1}\). The belief predicts
\[
\alpha_{\rm step}=(3.728\times10^{-6})(13)(0.1525)=7.39\times10^{-6}\ \text{eV Å},
\]
and the step force, 1.9824 eV/Å, is cancelled by the lattice force, \(-1.9825\) eV/Å. The projections give the dimensionless sum \(\sum c_z\tilde c_x=0.2229\), so
\[
\alpha=\frac{4\pi}{3(7.283)}(1.960)(0.2229)=(0.5751)(1.960)(0.2229)=0.25\ \text{eV Å},
\]
or 0.0175 atomic units before rounding. The slope form, with \(3j_1/q=1.114\) Å and \(\sum\partial_z\phi^2=0.3098\) Å\(^{-2}\), gives \((0.2876)(1.960)(1.114)^2(0.3098)=0.22\) eV Å; it is cruder because \(\phi\) is not a free wave in the cosine potential. The core value is \(3.4\times10^4\) times the step value. At \(k=0.1\) Å\(^{-1}\) the branches are \(2\alpha k=0.05\) eV apart, against \(1.5\times10^{-6}\) eV.

The ratio 0.76 to the rough measured value should not be read as agreement. Moving the step to 1.4 and 1.2 Å raises the state to 0.765 and 1.698 eV above the gap bottom and \(\alpha\) to 0.44 and 0.52 eV Å; in these two cases the top sphere also reaches past the step. Shrinking \(R\) to 1.2 Å lowers 0.251 to 0.198 eV Å, by 21 % of the former, although an exact matching in one fixed potential would not depend on \(R\). Here \(R\) also sets where the atomic function gives way to the model wave. The logarithmic derivatives at 1.45 Å disagree even in sign, \(-0.285\) Å\(^{-1}\) for the atomic 6p function and \(+0.311\) Å\(^{-1}\) for the free wave, so the amplitudes are joined with a kink. Most of the mismatch comes from the energy: the 6p pair lies near \(-1\) eV, the model state 6.4 eV below vacuum. The p wave integrated outward in the same atom at \(-6.4\) eV has logarithmic derivative \(+0.24\) Å\(^{-1}\) and \(\Lambda=1.46\) eV Å\(^3\), which lowers \(\alpha\) to 0.19 eV Å. The d channel, whose \(\zeta\) exceeds that of 6p, is omitted, along with the crystal potential in the spheres, the image tail and the change of norm inside the cores. The last three are not estimated here. The d channel is not small, and it opposes the p channel. The same steps for \(f=c_2P_2(\mu)+ik\,\tilde c_{xz}\,xz/r^2\), with \(L_y(xz)=-i(z^2-x^2)\), give \(\alpha_d=\frac{4\pi}{5A}\Lambda_d\sum_n c_2\tilde c_{xz}\), and a locally free wave has \(c_2\tilde c_{xz}=-75\,j_2(qR)^2\phi\phi'/q^2\). With the free-atom 5d pair \(\Lambda_d=5.8\) eV Å\(^3\) and \(\alpha_d=-0.30\) eV Å at \(z_0=1.6\) Å, and \(\Lambda_d\) changes by more than an order of magnitude with the energy chosen near the 5d levels. The p channel alone yields 0.2 to 0.5 eV Å over the cases tried. Each channel reaches the order of the measured value, but this model fixes neither the size nor the sign of their sum.

The three step positions show one further thing, and it limits the refutation. The step-only values, \(1.88\times10^{-5}\), \(1.52\times10^{-5}\) and \(7.4\times10^{-6}\) eV Å, fall together with the core values, their ratio staying near \(3\times10^4\) at \(V_G=2\) eV (it is about \(6\times10^4\) at 1 eV and \(2\times10^4\) at 3 eV). A plausible reason, offered as a conjecture, is the force balance: the step force equals minus the lattice force, which measures how lopsided the density is about the atomic planes, much as \(\sum\partial_z\phi^2\) does at fixed \(V_G\). The barrier therefore matters, as the boundary condition that sets the s–p\(_z\) mixture, and in this model moving it from 1.2 to 1.6 Å halves the p-channel \(\alpha\), which falls to 0.08 eV Å at 1.7 Å as the state approaches the band edge. What it does not do is act appreciably on the spin itself: its direct spin-orbit term is over four orders too small and is cancelled by that of the lattice, while the coupling that can reach the measured order is atomic; for the 6p channel of the computed atom, 99 % of it lies within 0.08 Å of the nucleus.

## Computed results

```
lam = 3.7280e-06 A^2; 1 hartree*bohr = 14.3996 eV A
naive alpha for 1 and 10 eV/A: 3.728e-06, 3.728e-05 eV A
rough measured alpha (input) 0.33 eV A needs field 8.852e+04 eV/A
H 2p splitting: Dirac 4.52841e-05 eV, (3/2)<xi> 4.52826e-05 eV
planar: well 15 eV, width 0.7 A; step 10 eV at 0.8 A, width 0.5 A
 <dzV> step 2.0931, well -2.0931 eV/A
 c=137.036 au, k=0.25 1/A: Dirac split 1e-10, step-only 3.901e-06 eV
 c=3.000 au, k=0.25 1/A: Dirac split 1e-13, step-only 8.140e-03 eV
 scalar step: Dirac alpha -1.5606e-05, -<S'>/2c^2 -1.5606e-05 eV A
row of wells 30 eV, width 0.7 A, period 2.5 A, same step: E0 -7.994 eV
 lam<dzV>: step 8.0097e-06, wells -8.0097e-06 eV A
 cross term: step -2.0194e-06, wells 3.5901e-06, sum 1.5706e-06 eV A
 Dirac alpha 1.5707e-06 eV A; k=0.4 1/A split Dirac 1.2320e-06, Pauli 1.2319e-06 eV
Au atom, Dirac LDA (Slater+VWN5), 5d10 6s1, point nucleus
 6s eigenvalue -6.099 eV
 5d: j- -8.085, j+ -6.547, split 1.5380, integral 1.5383, zeta 0.6153 eV
 6p: j- -1.323, j+ -0.755, split 0.5677, integral 0.5678, zeta 0.3785 eV
 6p coupling 50/90/99 percent inside r = 0.0085 / 0.0196 / 0.0754 A
model: d 2.4 A, neighbour 2.9 A (rough), area 7.283 A^2, VG 2.0 eV, U 11.0 eV
 hbar^2/2m 3.8100 eV A^2, gap 4.455 to 8.449 eV, R 1.45 A, Lam 1.960 eV A^3
z0 1.2 A: E 6.153 eV, E-bottom 1.698 eV, jump 15.000 eV, phi^2(z0) 0.3357 1/A
  force step 5.0354, lattice -5.0354 eV/A; step-only alpha 1.877e-05 eV A
  sum cz*cx 0.4614; sum d|phi|^2/dz 0.7630 1/A^2; 3j1/q 1.0138 A
  core alpha 0.520 eV A (slope form 0.442 eV A)
z0 1.4 A: E 5.220 eV, E-bottom 0.765 eV, jump 14.464 eV, phi^2(z0) 0.2822 1/A
  force step 4.0818, lattice -4.0819 eV/A; step-only alpha 1.522e-05 eV A
  sum cz*cx 0.3934; sum d|phi|^2/dz 0.5874 1/A^2; 3j1/q 1.0731 A
  core alpha 0.444 eV A (slope form 0.381 eV A)
z0 1.6 A: E 4.597 eV, E-bottom 0.142 eV, jump 13.000 eV, phi^2(z0) 0.1525 1/A
  force step 1.9824, lattice -1.9825 eV/A; step-only alpha 7.390e-06 eV A
  sum cz*cx 0.2229; sum d|phi|^2/dz 0.3098 1/A^2; 3j1/q 1.1140 A
  core alpha 0.251 eV A (slope form 0.217 eV A)
main case z0 1.6 A: alpha 0.251 eV A = 0.0175 au; q 1.0984 1/A
 ratio to step-only 3.40e+04; ratio to rough measured 0.76
 R=1.2 A: Lam 1.899 eV A^3, alpha 0.198 eV A
 Lam with smooth j1 6.773e-04 eV A^3, core amplification 2.89e+03
 log derivative at R: atom 6p -0.285, free j1 0.311 1/A
 split at k=0.1 1/A: core 0.0503 eV, step-only 1.48e-06 eV
```
